**Independent information in an absorption fine-structure fit**

For a wavenumber range $\Delta k$ and an apparent-distance window $\Delta R$, the leading count of independent real numbers is $N=2\Delta k\Delta R/\pi$, or 6.37 for 10 Å$^{-1}$ and 1 Å. The program diagonalizes the operator that restricts a signal to both ranges; its eigenvalues $\lambda$ are the energy fractions retained. It asserts that the number of eigenvalues above one half follows $N$ for three windows, and that the softness $\sum\lambda(1-\lambda)$ follows the logarithmic formula for two. It also asserts agreement between the eigenvalues and simulated noise: the effective chi-square count is 7.43 from the eigenvalues and 7.30 from 40,000 noise records. For a four-parameter shell model, the scatter of 400 nonlinear fits agrees with the linearized errors within the asserted tolerance of 18%; the distance errors are 0.00086 and 0.00084 Å. The window energy left after those fits is 2.65 ± 0.09 noise units, against a predicted 2.71. Two subshells 0.10 Å apart with eight free parameters give a linearized distance error of 0.28 Å, which shows that the model is badly conditioned.

## Numerical verification

```python
"""
Result under test: an absorption fine-structure fit over a wavenumber range
dk and a distance window dR holds about N = 2*dk*dR/pi independent real numbers.
k: photoelectron wavenumber (1/angstrom); R: apparent distance (angstrom).
lam: eigenvalues of the operator that restricts signals to both ranges.
The count is compared with eigenvalues, noise statistics and nonlinear fits.
The shell model uses round parameters and white noise in k^3*chi.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import least_squares

rng = np.random.default_rng(12345)
k_min, k_max, R_min, R_max = 3.0, 13.0, 1.0, 2.0
dk, dR = k_max - k_min, R_max - R_min
N = 2 * dk * dR / np.pi


def gauss(a, b, n):
    x, w = np.polynomial.legendre.leggauss(n)
    return (a + b) / 2 + (b - a) * x / 2, (b - a) * w / 2


def eigenvalues(r1, r2, n=240):
    k, w = gauss(k_min, k_max, n)
    d = k[:, None] - k[None, :]
    kernel = (2 * r2 / np.pi * np.sinc(2 * r2 * d / np.pi)
              - 2 * r1 / np.pi * np.sinc(2 * r1 * d / np.pi))
    s = np.sqrt(w)
    return np.linalg.eigvalsh(s[:, None] * kernel * s[None, :])[::-1]


def softness_formula(width):
    return 2 / np.pi**2 * (np.log(2 * dk * width) + np.euler_gamma + 1)


# Orthogonality of the Fourier bins that fall inside the distance window.
kq, wq = gauss(k_min, k_max, 100)
bin_step = np.pi / dk
bins = np.arange(np.ceil(R_min / bin_step), np.floor(R_max / bin_step) + 1)
phases = 2 * np.outer(kq, bins * bin_step)
basis = np.hstack([np.cos(phases), np.sin(phases)])
gram = basis.T @ (wq[:, None] * basis)
assert np.allclose(gram, dk / 2 * np.eye(basis.shape[1]), atol=1e-9)

# The number of large eigenvalues and the softness of the transition.
lam = eigenvalues(R_min, R_max)
softness = np.sum(lam * (1 - lam))
assert abs(lam.sum() - N) < 1e-8
for r1, r2 in [(R_min, R_max), (2.0, 4.5), (10.0, 14.0)]:
    ev = eigenvalues(r1, r2)
    assert ev.min() > -1e-10 and ev.max() < 1 + 1e-10
    assert abs(np.sum(ev > 0.5) - 2 * dk * (r2 - r1) / np.pi) < 1.5
for r1, r2 in [(R_min, R_max), (10.0, 14.0)]:
    ev = eigenvalues(r1, r2)
    # The asymptotic formula omits a small overlap of positive and negative R.
    assert abs(np.sum(ev * (1 - ev)) - softness_formula(r2 - r1)) < 0.025

# Information gain: posterior covariance in R space against eigenvalues in k.
Rq, wR = gauss(R_min, R_max, 40)
arg = 2 * np.outer(kq, Rq)
root_weights = np.sqrt(2 / np.pi * wq[:, None] * wR[None, :])
design = np.hstack([root_weights * np.cos(arg), root_weights * np.sin(arg)])
gains = {}
for rho in (1.0, 10.0, 1000.0):
    identity = np.eye(design.shape[1])
    posterior = np.linalg.inv(identity / rho + design.T @ design)
    gains[rho] = np.trace(identity - posterior / rho)
    assert abs(gains[rho] - np.sum(rho * lam / (1 + rho * lam))) < 1e-5

# Noise energy inside the distance window, by an explicit Fourier transform.
n_data = 200
h = dk / n_data
k = k_min + (np.arange(n_data) + 0.5) * h
transform = (np.sqrt(2 * h / np.pi * wR)[:, None]
             * np.exp(2j * np.outer(Rq, k)))
transform = np.vstack([transform.real, transform.imag])


def window_energy(v):
    return np.sum((transform @ v)**2, axis=0)


noise_energy = window_energy(rng.standard_normal((n_data, 40000)))
dof_theory = lam.sum()**2 / np.sum(lam**2)
dof_noise = 2 * noise_energy.mean()**2 / noise_energy.var()
assert abs(noise_energy.mean() / N - 1) < 0.02
assert abs(dof_noise / dof_theory - 1) < 0.05

# Leakage from a shell outside the window and the effect of a Hann taper.
R_outside = 2.6
wave = np.column_stack([np.cos(2 * k * R_outside), np.sin(2 * k * R_outside)])
hann = np.sin(np.pi * (k - k_min) / dk)**2
leak_flat = window_energy(wave).sum() / np.sum(wave**2)
tapered = hann[:, None] * wave
leak_hann = window_energy(tapered).sum() / np.sum(tapered**2)
assert leak_hann < leak_flat / 5
mu = np.linalg.svd(transform * hann, compute_uv=False)**2
dof_hann = mu.sum()**2 / np.sum(mu**2)
assert dof_hann < dof_theory

# Single-shell model: amplitude, distance, disorder, energy-origin shift.
k2_per_eV = 2 * const.m_e * const.e / const.hbar**2 * 1e-20
phase_shift_R, phase_0, k_scatter, f_0 = 0.45, 0.5, 5.0, 1.0
noise = 1.0
truth = np.array([5.4, 2.0, 0.004, 0.0])


def envelope(p, kk):
    amp, R, s2, e0 = p
    q = np.sqrt(kk**2 - k2_per_eV * e0)
    f = f_0 / (1 + (q / k_scatter)**2)
    return kk**3 * amp * f * np.exp(-2 * s2 * q**2) / (q * R**2)


def shell(p):
    q = np.sqrt(k**2 - k2_per_eV * p[3])
    return envelope(p, k) * np.sin(2 * q * (p[1] - phase_shift_R) + phase_0)


def jacobian(p):
    steps = np.array([1e-4, 1e-5, 1e-6, 1e-3])
    return np.column_stack([(shell(p + s * e) - shell(p - s * e)) / (2 * s)
                            for s, e in zip(steps, np.eye(4))])


def covariance(J):
    scale = np.linalg.norm(J, axis=0)
    return noise**2 * np.linalg.inv((J / scale).T @ (J / scale)) / np.outer(scale, scale)


J4 = jacobian(truth)
cov4 = covariance(J4)
err4 = np.sqrt(np.diag(cov4))
corr4 = cov4 / np.outer(err4, err4)
Q, _ = np.linalg.qr(J4)
captured = np.sum(window_energy(Q))
left_theory = N - captured
clean = shell(truth)
fits, left = [], []
for _ in range(400):
    data = clean + noise * rng.standard_normal(n_data)
    result = least_squares(lambda u: (shell(truth + u * err4) - data) / noise,
                           np.zeros(4), method="lm")
    assert result.success
    fits.append(truth + result.x * err4)
    left.append(window_energy(result.fun))
scatter = np.std(fits, axis=0, ddof=1)
# Four hundred fits give a statistical error near four percent in the scatter.
assert np.all(np.abs(scatter / err4 - 1) < 0.18)
left_error = np.std(left, ddof=1) / np.sqrt(len(left))
assert abs(np.mean(left) - left_theory) < 5 * left_error

# Two close subshells: eight free parameters, or six with shared values.
sub_1 = np.array([2.7, 1.95, 0.004, 0.0])
sub_2 = np.array([2.7, 2.05, 0.004, 0.0])
J1, J2 = jacobian(sub_1), jacobian(sub_2)
err8 = np.sqrt(np.diag(covariance(np.hstack([J1, J2]))))
J6 = np.column_stack([J1[:, :2], J2[:, :2], J1[:, 2:] + J2[:, 2:]])
err6 = np.sqrt(np.diag(covariance(J6)))
assert err8[1] > 5 * err4[1] and err8[1] > err6[1]

print(f"k range: {k_min:.1f} to {k_max:.1f} 1/angstrom; width {dk:.1f}")
print(f"R window: {R_min:.1f} to {R_max:.1f} angstrom; width {dR:.1f}")
print(f"Photoelectron energy at range ends: {k_min**2/k2_per_eV:.1f}, {k_max**2/k2_per_eV:.1f} eV")
print(f"Fourier bin spacing: {bin_step:.4f} angstrom")
print(f"Bins in window: {len(bins)}; real basis functions: {basis.shape[1]}")
print(f"Fourier count N: {N:.4f} (dimensionless)")
print("Eigenvalues 1-5:", " ".join(f"{x:.5f}" for x in lam[:5]))
print("Eigenvalues 6-10:", " ".join(f"{x:.5f}" for x in lam[5:10]))
print(f"Eigenvalues above one half: {np.sum(lam > 0.5)}")
print(f"Softness from eigenvalues: {softness:.4f}")
print(f"Softness from logarithmic formula: {softness_formula(dR):.4f}")
for rho, gain in gains.items():
    print(f"Information gain at power ratio {rho:.0f}: {gain:.3f} modes")
print(f"Mean window noise energy, simulated: {noise_energy.mean():.3f} noise units")
print(f"Chi-square count from eigenvalues: {dof_theory:.3f}")
print(f"Chi-square count from simulated noise: {dof_noise:.3f}")
print(f"Chi-square count with Hann taper: {dof_hann:.3f}")
print(f"Outside shell apparent distance: {R_outside:.2f} angstrom")
print(f"Its energy leaking into window, no taper: {100*leak_flat:.3f} percent")
print(f"Its energy leaking into window, Hann: {100*leak_hann:.4f} percent")
print(f"Data points: {n_data}; spacing {h:.3f} 1/angstrom")
print(f"Model amplitude: {truth[0]:.2f}; distance {truth[1]:.2f} angstrom")
print(f"Model disorder: {truth[2]:.4f} angstrom^2; energy shift {truth[3]:.1f} eV")
print(f"Phase distance shift: {phase_shift_R:.2f} angstrom; constant {phase_0:.2f} rad")
print(f"Scattering length scale: {f_0:.1f} angstrom; k scale {k_scatter:.1f} 1/angstrom")
print(f"Noise in k^3 chi per point: {noise:.2f} 1/angstrom^3")
for kk in (k_min, 8.0, k_max):
    print(f"Signal envelope at k={kk:.0f} 1/angstrom: {envelope(truth, kk):.2f} 1/angstrom^3")
labels = ["amplitude (1)", "distance (angstrom)", "disorder (angstrom^2)", "energy shift (eV)"]
for name, predicted, observed in zip(labels, err4, scatter):
    print(f"Error in {name}: predicted {predicted:.3g}, fits {observed:.3g}")
print(f"Correlation distance-energy shift: {corr4[1,3]:.3f}")
print(f"Correlation amplitude-disorder: {corr4[0,2]:.3f}")
print(f"Number of simulated fits: {len(fits)}")
print(f"N minus four parameters: {N-4:.3f}")
print(f"Tangent-space energy captured by window: {captured:.3f} of 4")
print(f"Window energy left after fit, predicted: {left_theory:.3f} noise units")
print(f"Window energy left after fit, simulated: {np.mean(left):.3f} +/- {left_error:.3f}")
print(f"Subshell distances: {sub_1[1]:.2f}, {sub_2[1]:.2f} angstrom; amplitude {sub_1[0]:.2f} each")
print(f"First-subshell distance error, 6 parameters: {err6[1]:.4g} angstrom")
print(f"First-subshell distance error, 8 parameters: {err8[1]:.4g} angstrom")
print(f"Eight-parameter to single-shell error ratio: {err8[1]/err4[1]:.1f}")
print("all assertions hold")
```

It prints:

```
k range: 3.0 to 13.0 1/angstrom; width 10.0
R window: 1.0 to 2.0 angstrom; width 1.0
Photoelectron energy at range ends: 34.3, 643.9 eV
Fourier bin spacing: 0.3142 angstrom
Bins in window: 3; real basis functions: 6
Fourier count N: 6.3662 (dimensionless)
Eigenvalues 1-5: 0.99956 0.99924 0.98532 0.97532 0.83654
Eigenvalues 6-10: 0.76474 0.39301 0.29413 0.06831 0.04201
Eigenvalues above one half: 6
Softness from eigenvalues: 0.9144
Softness from logarithmic formula: 0.9267
Information gain at power ratio 1: 3.500 modes
Information gain at power ratio 10: 7.733 modes
Information gain at power ratio 1000: 11.796 modes
Mean window noise energy, simulated: 6.367 noise units
Chi-square count from eigenvalues: 7.434
Chi-square count from simulated noise: 7.302
Chi-square count with Hann taper: 4.048
Outside shell apparent distance: 2.60 angstrom
Its energy leaking into window, no taper: 1.603 percent
Its energy leaking into window, Hann: 0.0261 percent
Data points: 200; spacing 0.050 1/angstrom
Model amplitude: 5.40; distance 2.00 angstrom
Model disorder: 0.0040 angstrom^2; energy shift 0.0 eV
Phase distance shift: 0.45 angstrom; constant 0.50 rad
Scattering length scale: 1.0 angstrom; k scale 5.0 1/angstrom
Noise in k^3 chi per point: 1.00 1/angstrom^3
Signal envelope at k=3 1/angstrom: 8.31 1/angstrom^3
Signal envelope at k=8 1/angstrom: 14.54 1/angstrom^3
Signal envelope at k=13 1/angstrom: 7.61 1/angstrom^3
Error in amplitude (1): predicted 0.0822, fits 0.0854
Error in distance (angstrom): predicted 0.000837, fits 0.00086
Error in disorder (angstrom^2): predicted 0.000102, fits 0.000107
Error in energy shift (eV): predicted 0.209, fits 0.211
Correlation distance-energy shift: 0.801
Correlation amplitude-disorder: 0.850
Number of simulated fits: 400
N minus four parameters: 2.366
Tangent-space energy captured by window: 3.653 of 4
Window energy left after fit, predicted: 2.714 noise units
Window energy left after fit, simulated: 2.653 +/- 0.093
Subshell distances: 1.95, 2.05 angstrom; amplitude 2.70 each
First-subshell distance error, 6 parameters: 0.00687 angstrom
First-subshell distance error, 8 parameters: 0.2788 angstrom
Eight-parameter to single-shell error ratio: 333.1
all assertions hold
```
